# Mott-Schottky resistivity ratio for oxygen vacancies at a grain boundary: a numerical check

```python
"""
Result under test: the mean resistivity of a Mott-Schottky depletion layer,
relative to the bulk, is exp(u)/(2u) for large u, with u = z e dphi/(kB T).
z: vacancy charge number; dphi: core potential relative to the grain interior;
T: temperature; lam: depletion width on one side; L: screening length;
psi: local potential times z e/(kB T). Acceptors are immobile and uniform.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.integrate import quad, simpson, solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import dawsn

z, dphi, T = 2, 0.25, 600.0
eps_r, c_acc = 30.0, 1.0e25
eps = eps_r * epsilon_0
c_bulk = c_acc / z
V_T = k * T / e
u = z * dphi / V_T


def leading_ratio(potential, charge=z):
    w = charge * potential / V_T
    return np.exp(w) / (2 * w)


def partial_integral(s):
    """Integral of exp(u t^2) for t from 0 to s."""
    return np.exp(u * s**2) * dawsn(np.sqrt(u) * s) / np.sqrt(u)


simple = leading_ratio(dphi)
depletion = partial_integral(1.0)
lam = np.sqrt(2 * eps * dphi / (e * c_acc))
L = np.sqrt(eps * k * T / (z**2 * e**2 * c_bulk))
assert np.isclose(lam, L * np.sqrt(2 * u), rtol=1e-10)

# Poisson equation by finite differences, then series addition of slices.
n = 4000
x = np.linspace(0, lam, n + 1)
h = lam / n
bands = np.ones((3, n - 1))
bands[1] = -2.0
rhs = np.full(n - 1, h**2 * e * c_acc / eps)
rhs[0] -= dphi
phi = np.concatenate(([dphi], solve_banded((1, 1), bands, rhs), [0.0]))
edge_field = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * h)
assert abs(edge_field) < 1e-4 * dphi / lam
assert np.max(np.abs(phi - dphi * (1 - x / lam)**2)) < 1e-7 * dphi
local_ratio = np.exp(z * phi / V_T)
numerical = h * (local_ratio.sum() - (local_ratio[0] + local_ratio[-1]) / 2) / lam
assert np.isclose(numerical, depletion, rtol=2e-5)

# The relative correction to the leading form must approach 1/(2u).
for w in (50.0, 100.0, 200.0):
    scaled = quad(lambda s: np.exp(w * (s**2 - 1)), 0, 1,
                  epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    correction = 2 * w * scaled - 1
    assert abs(2 * w * correction - 1) < 2 / w

# Vacancy charge retained: first integral against a boundary-value solution.
def excess_integrand(psi):
    return np.expm1(psi) / np.sqrt(2 * (psi + np.expm1(-psi)))


excess = quad(excess_integrand, 1e-4, u, epsrel=1e-10, limit=200)[0]
x_end = 20.0
mesh = np.linspace(0, x_end, 1001)
width = np.sqrt(2 * u)
inside = np.clip(1 - mesh / width, 0, None)
guess = np.vstack((u * inside**2, -2 * u * inside / width))
bvp = solve_bvp(lambda t, y: np.vstack((y[1], -np.expm1(-y[0]))),
                lambda a, b: np.array([a[0] - u, b[0]]),
                mesh, guess, tol=1e-7, max_nodes=50000)
assert bvp.success
fine = np.linspace(0, x_end, 100001)
excess_bvp = simpson(np.expm1(bvp.sol(fine)[0]), x=fine)
assert np.isclose(excess, excess_bvp, rtol=1e-4)
full = 1 + excess * L / lam

# Depth distribution of the layer resistance.
def fraction_to_depth(t):
    return 1 - partial_integral(1 - t) / depletion


decay_length = lam / (2 * u)
fraction_decay = fraction_to_depth(1 / (2 * u))
assert abs(fraction_decay - (1 - np.exp(-1))) < 0.05
depth90 = brentq(lambda t: fraction_to_depth(t) - 0.9, 0, 1)
mask = x <= depth90 * lam
numerical_fraction = trapezoid(local_ratio[mask], x=x[mask]) / (numerical * lam)
assert abs(numerical_fraction - 0.9) < 0.003

# Sensitivity to potential, and inversion of the simple formula.
slope = z / V_T * (1 - 1 / u)
step = 1e-5
numerical_slope = np.log(leading_ratio(dphi + step)
                         / leading_ratio(dphi - step)) / (2 * step)
assert np.isclose(slope, numerical_slope, rtol=1e-6)
rise = 100 * (leading_ratio(dphi + 0.01) / simple - 1)
inferred = brentq(lambda p: leading_ratio(p) - full, 0.1, 0.5)
assert abs(inferred - dphi) < 0.01
assert 750 < simple < 850

print(f"vacancy charge number z: {z}")
print(f"core potential: {dphi:.2f} V")
print(f"temperature: {T:.0f} K")
print(f"thermal voltage kB T/e: {V_T:.6f} V")
print(f"reduced barrier u: {u:.4f}")
print(f"peak resistivity ratio exp(u): {np.exp(u):.0f}")
print(f"denominator 2u: {2*u:.4f}")
print(f"leading Mott-Schottky ratio: {simple:.1f}")
print(f"leading ratio if z were 1: {leading_ratio(dphi, 1):.2f}")
print(f"first relative correction 1/(2u): {100/(2*u):.2f} %")
print(f"full depletion-integral ratio: {depletion:.1f}")
print(f"finite-difference depletion ratio: {numerical:.1f}")
print(f"depletion integral above leading form: {100*(depletion/simple-1):.2f} %")
print(f"Poisson-Boltzmann ratio, same width: {full:.1f}")
print(f"Poisson-Boltzmann above leading form: {100*(full/simple-1):.2f} %")
print(f"relative permittivity: {eps_r:.0f}")
print(f"acceptor density: {c_acc:.2e} m^-3")
print(f"bulk vacancy density: {c_bulk:.2e} m^-3")
print(f"vacancy density at core edge: {c_bulk*np.exp(-u):.3e} m^-3")
print(f"depletion width, one side: {lam*1e9:.3f} nm")
print(f"screening length L: {L*1e9:.3f} nm")
print(f"resistance decay length lam/(2u): {decay_length*1e9:.3f} nm")
print(f"resistance within one decay length: {100*fraction_decay:.1f} %")
print(f"depth holding 90% of resistance: {depth90*lam*1e9:.3f} nm")
print(f"that depth / depletion width: {depth90:.4f}")
print(f"logarithmic sensitivity: {slope:.3f} V^-1")
print(f"ratio increase for +10 mV: {rise:.1f} %")
print(f"potential inferred from PB ratio: {inferred:.5f} V")
print(f"error of inferred potential: {1000*(inferred-dphi):.2f} mV")
print("done: every assertion held")
```

Printed output:

```
vacancy charge number z: 2
core potential: 0.25 V
temperature: 600 K
thermal voltage kB T/e: 0.051704 V
reduced barrier u: 9.6704
peak resistivity ratio exp(u): 15842
denominator 2u: 19.3409
leading Mott-Schottky ratio: 819.1
leading ratio if z were 1: 13.02
first relative correction 1/(2u): 5.17 %
full depletion-integral ratio: 871.0
finite-difference depletion ratio: 871.0
depletion integral above leading form: 6.34 %
Poisson-Boltzmann ratio, same width: 928.3
Poisson-Boltzmann above leading form: 13.34 %
relative permittivity: 30
acceptor density: 1.00e+25 m^-3
bulk vacancy density: 5.00e+24 m^-3
vacancy density at core edge: 3.156e+20 m^-3
depletion width, one side: 9.105 nm
screening length L: 2.070 nm
resistance decay length lam/(2u): 0.471 nm
resistance within one decay length: 59.8 %
depth holding 90% of resistance: 1.254 nm
that depth / depletion width: 0.1377
logarithmic sensitivity: 34.682 V^-1
ratio increase for +10 mV: 41.6 %
potential inferred from PB ratio: 0.25361 V
error of inferred potential: 3.61 mV
done: every assertion held
```
